# Field-Driven Ion Hopping: From the Hyperbolic Sine to Ordinary Mobility

## Definitions and conventions

A filamentary memristor changes its resistance when ions move through a thin insulator and build or dissolve a conducting path. This notebook treats the transport step: one ion drifting through a periodic row of barriers.

The ion has charge \(q>0\) and moves along \(x\). Neighbouring wells are a distance \(a\) apart, and the barrier between them has height \(W\) at zero field. The field \(E\) is uniform and points along \(+x\), so it adds \(-qEx\) to the potential energy. It is the field acting on the ion. The temperature \(T\) is fixed, and \(k\) is Boltzmann's constant. Two combinations recur:

\[
u=\frac{qEa}{kT},\qquad k_0=\nu e^{-W/kT}.
\]

Here \(u\) is the energy drop over one full hop, from well to well, in units of \(kT\), and \(k_0\) is the zero-field hopping rate in each direction, with attempt frequency \(\nu\).

I assume that \(W\gg kT\) and that friction is strong enough for the ion to settle in each well it enters, so that it equilibrates there and forgets its last hop before the next one. A high barrier alone does not ensure this: with very weak friction, an ion driven by a strong field can run on over many wells. Other ions exert no force and block no sites. The Arrhenius form of \(k_0\) is an input at first; it is derived for overdamped motion further on.

Energies are in eV, lengths in nm and fields in V/nm. For a singly charged ion, \(qEa\) in eV has the same numerical value as \(Ea\) in volts.

## 1. One well and its two barriers

Without a field the ion leaves to the right and to the left at the same rate \(k_0\), so its mean velocity is zero.

Now switch on a weak field. Let \(V_0(x)\) be the periodic energy, with a minimum at \(x_m\) and the next maximum on the right at \(x_M\) in the presence of the field. The forward barrier is

\[
B_+=V_0(x_M)-V_0(x_m)-qE(x_M-x_m).
\]

Both extrema move with \(E\), but this does not matter to first order. In the derivative of \(B_+\), the shift \(dx_M/dE\) is multiplied by \(V_0'(x_M)-qE\), which vanishes because \(x_M\) is an extremum. The same holds at \(x_m\). What remains is

\[
\frac{dB_+}{dE}=-q(x_M-x_m).
\]

For a symmetric barrier \(x_M-x_m=a/2\) at zero field. The barrier on the left lies at \(-a/2\) from the well, so its shift has the opposite sign. To first order in the field,

\[
B_\pm=W\mp\frac{qEa}{2}.
\]

The half arises because the ion has covered half the hop when it reaches the top. With \(\nu\) taken as independent of the field, the rates are

\[
\Gamma_\pm=\nu e^{-B_\pm/kT}=k_0e^{\pm u/2}.
\]

**Equilibrium limit.** If the row of wells is closed at both ends, no net current flows in the steady state. Then \(p_n\Gamma_+=p_{n+1}\Gamma_-\), where \(p_n\) is the probability of finding the ion in well \(n\), and

\[
\frac{p_{n+1}}{p_n}=\frac{\Gamma_+}{\Gamma_-}=e^{u}.
\]

This is the Boltzmann ratio for two wells whose energies differ by \(qEa\), as it must be.

## 2. Many wells: the hyperbolic sine

In a long row, well \(n\) gains probability from both neighbours and loses it to both:

\[
\frac{dp_n}{dt}=\Gamma_+p_{n-1}+\Gamma_-p_{n+1}-(\Gamma_++\Gamma_-)p_n .
\]

Multiply by \(n\) and sum. Relabelling the index gives \(\sum_n np_{n-1}=\langle n\rangle+1\) and \(\sum_n np_{n+1}=\langle n\rangle-1\), since the probabilities sum to one and the ends are far away. The terms in \(\langle n\rangle\) cancel:

\[
\frac{d\langle n\rangle}{dt}=\Gamma_+-\Gamma_- .
\]

Each step has length \(a\), so the drift velocity is

\[
v=a(\Gamma_+-\Gamma_-)=ak_0\left(e^{u/2}-e^{-u/2}\right),
\]

\[
\boxed{\,v=2ak_0\sinh\!\left(\frac{qEa}{2kT}\right)\,}
\]

The result is odd in \(E\): reversing the field reverses the drift.

The second moment tells how far the ion spreads. From \(\sum_n n^2p_{n\mp1}=\langle n^2\rangle\pm2\langle n\rangle+1\),

\[
\frac{d\langle n^2\rangle}{dt}=2\langle n\rangle(\Gamma_+-\Gamma_-)+\Gamma_++\Gamma_- .
\]

Subtracting \(d\langle n\rangle^2/dt=2\langle n\rangle(\Gamma_+-\Gamma_-)\) leaves the growth of the variance of position \(x=na\):

\[
\frac{d\,\mathrm{Var}(x)}{dt}=a^2(\Gamma_++\Gamma_-)=2a^2k_0\cosh\frac u2 .
\]

The drift is the difference of the two rates, and the spreading is their sum.

## 3. Weak field: ordinary mobility

For small argument \(\sinh z=z+z^3/6+\dots\). With \(z=u/2\),

\[
v=ak_0u\left(1+\frac{u^2}{24}+\dots\right).
\]

When \(u\ll1\) the bracket is one. Inserting \(u=qEa/kT\) gives

\[
v=\mu E,\qquad \mu=\frac{qa^2k_0}{kT}.
\]

At zero field the variance grows as \(2a^2k_0t\). By definition it grows as \(2Dt\), so \(D=a^2k_0\) and

\[
\mu=\frac{qD}{kT},
\]

which is the Einstein relation.

The condition \(qEa\ll kT\) is sufficient, and the small factor \(1/24\) makes it forgiving. At \(u=1\) the sinh velocity exceeds the linear one by 4.2 percent; the excess reaches 10 percent at \(u=1.53\).

**A barrier off the midpoint.** Suppose the top lies at a fraction \(\alpha\) of the hop. Keep the barrier shifts to first order in the field, and \(\nu\) independent of it, as before. The shifts are then \(-\alpha qEa\) forward and \(+(1-\alpha)qEa\) backward, and in this approximation

\[
v=ak_0\left[e^{\alpha u}-e^{-(1-\alpha)u}\right]
=2ak_0\,e^{(\alpha-1/2)u}\sinh\frac u2 .
\]

To first order in \(u\) the bracket is \(\alpha u+(1-\alpha)u=u\), and the mobility is unchanged. In this approximation the pure sinh therefore needs a barrier top midway between the wells, while the weak-field mobility does not depend on where the top lies. The first relative correction is now \((\alpha-\tfrac12)u\), linear in the field, so at weak enough fields it outweighs the quadratic correction found for the symmetric barrier.

## 4. Strong field: an exponential

Return to the symmetric barrier. For \(u\gg1\) backward hops are rarer than forward hops by the factor \(e^{-u}\), and

\[
v\simeq ak_0e^{u/2}=a\nu\exp\!\left(-\frac{W-qEa/2}{kT}\right).
\]

The argument of the sinh equals one at the crossover field

\[
E_0=\frac{2kT}{qa}.
\]

In this formula, well above \(E_0\), each increase of the field by \(E_0\ln10\) raises the velocity tenfold, at fixed temperature. This growth cannot continue without limit, because a finite field removes the barrier altogether, as the next section shows.

## 5. A definite landscape: how the barriers really shift

Take a cosine potential:

\[
V(x)=\frac W2\left(1-\cos\theta\right)-qEx,\qquad \theta=\frac{2\pi x}{a}.
\]

Its slope is \(V'=(\pi W/a)\sin\theta-qE\), so the extrema satisfy

\[
\sin\theta=f,\qquad f=\frac{qEa}{\pi W}.
\]

For \(f<1\) put \(\theta_0=\arcsin f\). The minimum is at \(\theta_0\), the right-hand maximum at \(\pi-\theta_0\) and the left-hand one at \(-\pi-\theta_0\). The distance from the minimum to the right-hand top is \(a(\pi-2\theta_0)/2\pi\), hence

\[
B_+=\frac W2\left[\cos\theta_0-\cos(\pi-\theta_0)\right]-qEa\,\frac{\pi-2\theta_0}{2\pi}
=W\cos\theta_0+\frac{qEa\,\theta_0}{\pi}-\frac{qEa}{2}.
\]

Since \(qEa/\pi=Wf\) and \(\cos\theta_0=\sqrt{1-f^2}\), this is

\[
B_+=Wg(f)-\frac{qEa}{2},\qquad g(f)=\sqrt{1-f^2}+f\arcsin f .
\]

The left-hand top is a distance \(a(\pi+2\theta_0)/2\pi\) away, against the field, and the same algebra gives \(B_-=Wg+qEa/2\). The difference \(B_--B_+=qEa\) is untouched, so detailed balance survives. What changes is the common part. For small \(f\), \(\sqrt{1-f^2}\simeq1-f^2/2\) and \(f\arcsin f\simeq f^2\), so \(g\simeq1+f^2/2\). Measured from the linearly shifted values \(W\mp qEa/2\), both barriers are higher by

\[
W(g-1)\simeq\frac{(qEa)^2}{2\pi^2W}.
\]

**Limit of vanishing barrier.** At \(f=1\), \(g=\pi/2\) and \(qEa/2=\pi W/2\), so \(B_+=0\). The linear shift would remove the barrier earlier, at \(qEa=2W\) instead of \(\pi W\). Hopping theory fails before the true barrier vanishes, once \(B_+\) is no longer large compared with \(kT\).

## 6. Continuous motion without assumed hops

The rates can be checked against motion in which no hopping is assumed. Let the ion be overdamped, with bare diffusion coefficient \(D_0\). In the steady state the probability flux is constant:

\[
J=-D_0\left(p'+\frac{V'}{kT}p\right)=-D_0e^{-V/kT}\frac{d}{dx}\left(e^{V/kT}p\right),
\]

where \(p(x)\) is periodic and normalized to one over a period. Multiply by \(e^{V/kT}\) and integrate from \(x\) to \(x+a\). Because \(V(x+a)=V(x)-qEa\),

\[
p(x)e^{V(x)/kT}\left(1-e^{-u}\right)=\frac{J}{D_0}\int_x^{x+a}e^{V(y)/kT}dy .
\]

Solve for \(p(x)\) and impose the normalization. The mean velocity is the flux integrated over a period, \(v=aJ\), so

\[
v=\frac{aD_0(1-e^{-u})}{I},\qquad
I=\int_0^a dx\int_x^{x+a}dy\;e^{[V(y)-V(x)]/kT}.
\]

For high barriers \(I\) is dominated by \(x\) near a minimum and \(y\) near the maximum to its right. At both points \(|V''|=(2\pi^2W/a^2)\sqrt{1-f^2}\). Each Gaussian integral gives \(\sqrt{2\pi kT/|V''|}\), and their product gives

\[
I\simeq\frac{2\pi kT}{|V''|}e^{B_+/kT}
=\frac{a^2kT}{\pi W\sqrt{1-f^2}}\;e^{Wg/kT-u/2}.
\]

Substitute this and use \((1-e^{-u})e^{u/2}=2\sinh(u/2)\):

\[
v\simeq2ak_0\sinh\frac u2\;\sqrt{1-f^2}\;e^{-W(g-1)/kT},
\qquad
k_0=\frac{\pi D_0W}{a^2kT}e^{-W/kT}.
\]

This derives the Arrhenius rate, with \(\nu=\pi D_0W/(a^2kT)\), and shows what the plain sinh leaves out. Besides \(f\ll1\), it needs

\[
\frac{(qEa)^2}{2\pi^2WkT}\ll1 .
\]

**Zero-field limit.** As \(u\to0\) the double integral factorizes. With \(I_0(z)=(1/2\pi)\int_0^{2\pi}e^{z\cos\theta}d\theta\), the modified Bessel function, \(I=a^2I_0(W/2kT)^2\). Then \(v=D_0u/(aI_0^2)\), or

\[
\mu=\frac{qD_0}{kT\,I_0(W/2kT)^2}.
\]

For large \(z\), \(I_0\simeq e^z(1+1/8z)/\sqrt{2\pi z}\). The leading term returns \(\mu=qa^2k_0/kT\), and the next lowers it by the fraction \(kT/2W\). For \(W/kT=30.9\) that is 1.6 percent; quadrature of \(I\) gives a mobility 1.7 percent below the high-barrier value.

## 7. Numbers for a 5 nm gap

Take round model parameters: a singly charged ion, \(a=0.3\) nm, \(W=0.8\) eV, \(\nu=10^{13}\ \mathrm{s^{-1}}\) and \(T=300\) K. Then \(kT=0.02585\) eV, \(W/kT=30.945\), and

\[
k_0=10^{13}\,e^{-30.945}\ \mathrm{s^{-1}}=0.364\ \mathrm{s^{-1}},
\]

\[
D=(0.3)^2(0.3636)=0.0327\ \mathrm{nm^2/s},\qquad
\mu=\frac{0.03272}{0.02585}=1.27\ \mathrm{nm^2/(V\,s)} .
\]

The mobility equals \(1.27\times10^{-14}\ \mathrm{cm^2/(V\,s)}\). The crossover field is \(E_0=2(0.02585)/0.3=0.172\) V/nm.

Let the voltage fall uniformly over the gap, and take voltage divided by gap as the field acting on the ion; in a polarizable insulator the two can differ. At 5 V the field is 1 V/nm, \(u=0.3/0.02585=11.6\), and

\[
v=2(0.3)(0.3636)\sinh(5.802)=36.1\ \mathrm{nm/s}.
\]

The linear law gives 1.27 nm/s, too low by a factor of 28.5. The crossing time below is the gap divided by the sinh velocity.

| Voltage (V) | \(u\) | Linear \(v\) (nm/s) | Sinh \(v\) (nm/s) | Time (s) |
|---|---|---|---|---|
| 0.05 | 0.116 | 0.0127 | 0.0127 | 395 |
| 0.5 | 1.16 | 0.127 | 0.134 | 37.4 |
| 2 | 4.64 | 0.506 | 1.10 | 4.54 |
| 5 | 11.6 | 1.27 | 36.1 | 0.138 |

With gap, barrier and temperature held fixed, raising the voltage 100 times raises the drift velocity, and so shortens the gap divided by that velocity, about 2850 times. The linear law would give a factor of 100.

The cosine landscape moderates this. At 1 V/nm a numerical search for the extrema gives barriers of 0.6557 eV forward and 0.9557 eV backward, against 0.6500 and 0.9500 eV from the linear shift. The common rise of 0.0057 eV agrees with \(0.3^2/(2\pi^2\times0.8)\) eV. It is only 0.22 \(kT\), yet it lowers both rates by about 20 percent. Quadrature for overdamped motion, with the zero-field mobility matched, gives 0.796 of the sinh velocity; the high-barrier formula also gives 0.796. The crossing time at 5 V then becomes \(0.1385/0.796=0.174\) s. At 2 V the reduction is 3.6 percent, and at 0.5 V it is 0.2 percent.

The overdamped model serves here only to test the field dependence. In overdamped motion \(\nu\) lies far below the vibration frequency of the well, which for an ion of mass \(m\) in this cosine is \(\sqrt{W/2m}/a\). For oxygen, copper or silver that is 2 to 5 times \(10^{12}\ \mathrm{s^{-1}}\), below the chosen \(\nu=10^{13}\ \mathrm{s^{-1}}\). The chosen \(\nu\) is therefore a round input, not a value that overdamped motion of these ions in this landscape would give.

**How sharp is the crossing time?** Divide the variance gathered during \(t=L/v\) by \(L^2\), ignoring the electrodes:

\[
\frac{\mathrm{Var}(x)}{L^2}=\frac{2a^2k_0\cosh(u/2)}{L^2}\,\frac{L}{2ak_0\sinh(u/2)}=\frac aL\coth\frac u2 .
\]

At 0.05 V this is about 1.0: the ion spreads over the whole gap while it drifts across, so 395 s is a scale and not a definite arrival time. The electrodes then matter too. For a row of 17 hops whose starting end reflects the ion, the mean time of first arrival at the field of the 0.05 V row is about 240 s, against about 400 s from the drift velocity. At the field of the 5 V row the two agree, so the mean arrival time shortens about 1700 times rather than 2850. At 5 V it is 0.06, a spread of about a quarter of the gap.

## 8. Beside a real device

Filamentary cells move metal ions such as silver or copper, or oxygen vacancies, through films that are typically some nanometres thick. Hops of a few tenths of a nanometre and barriers of the order of 1 eV are reasonable sizes. A field of 1 V/nm is high, comparable with the breakdown field of silicon dioxide and above the values usually quoted for many high-permittivity oxides, so the 5 V row may lie beyond what such a film sustains. The calculated 0.14 s is very slow beside real cells, many of which switch in microseconds or less. One assumption they can break is the fixed temperature, since current through a filament heats it. In the strong-field formula at 1 V/nm, with \(\nu\) fixed, a rise from 300 K to 400 K multiplies the velocity by \(\exp[(0.65/0.02585)(1-300/400)]\), about 540. The 0.14 s would fall to about 0.3 ms. Field concentration at a filament tip, a lower barrier or a higher ionic charge would also speed up the drift, while a slow electrode reaction or nucleation step could set the switching time instead. The table therefore describes isothermal drift in this model and does not predict a device's switching time.

The table entries, the barriers at 1 V/nm and the ratios of overdamped to sinh velocity are given with further digits in the numerical output below.

## Values computed for the example and the checks

```
well spacing a = 0.3 nm, barrier W = 0.8 eV
attempt frequency = 1.0e+13 1/s, T = 300 K
gap = 5.0 nm, charge = 1 elementary charge
kT = 0.02585 eV, W/kT = 30.945
zero-field rate per direction k0 = 0.3636 1/s
velocity scale 2 a k0 = 0.2181 nm/s
diffusion coefficient D = 0.03272 nm^2/s
mobility = 1.2657 nm^2/(V s)
mobility = 1.266e-14 cm^2/(V s)
crossover field 2kT/(qa) = 0.1723 V/nm
u for 10 percent excess over linear = 1.5268
field for 10 percent excess = 0.1316 V/nm
excess at u = 1: 4.219 percent
V = 0.05 V: field = 0.010 V/nm, u = 0.1160
  linear v = 0.012657 nm/s, sinh v = 0.012664 nm/s
  sinh/linear = 1.00056
  crossing time (sinh) = 394.8 s
  continuous/sinh = 1.0000, high-barrier formula = 1.0000
V = 0.5 V: field = 0.100 V/nm, u = 1.1605
  linear v = 0.12657 nm/s, sinh v = 0.1338 nm/s
  sinh/linear = 1.05706
  crossing time (sinh) = 37.37 s
  continuous/sinh = 0.9977, high-barrier formula = 0.9977
V = 2.0 V: field = 0.400 V/nm, u = 4.6418
  linear v = 0.50629 nm/s, sinh v = 1.1002 nm/s
  sinh/linear = 2.17301
  crossing time (sinh) = 4.545 s
  continuous/sinh = 0.9641, high-barrier formula = 0.9642
V = 5.0 V: field = 1.000 V/nm, u = 11.6045
  linear v = 1.2657 nm/s, sinh v = 36.108 nm/s
  sinh/linear = 28.52713
  crossing time (sinh) = 0.1385 s
  continuous/sinh = 0.7958, high-barrier formula = 0.7962
voltage ratio, last to first = 100
crossing-time ratio, first to last = 2851.1
at 1.0 V/nm, linear-shift barriers: forward 0.6500 eV, backward 0.9500 eV
at 1.0 V/nm, searched barriers: forward 0.6557 eV, backward 0.9557 eV
f at 1.0 V/nm = 0.1194
zero-field mobility, quadrature/high-barrier = 0.9834
```
